\section*{Kane Electrons in InSb: Limiting Velocity and Effective Compton Length}

\section{Question}

In a narrow-gap semiconductor the conduction band is parabolic only near its edge. The two-band Kane relation describes the departure from the parabola by
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m^*},
\label{eq:kane}
\end{equation}
where $E$ is measured from the conduction-band edge, $E_g$ is the gap and $m^*$ is the band-edge mass. This resembles the energy of a relativistic particle. Which velocity plays the part of the speed of light, and which length that of the Compton length? How large are they in InSb, how do they scale with gap and mass, and how far can the analogy be trusted?

\section{The two scales}

Rydberg atomic units are used: $\hbar=1$, the free-electron mass is $m_0=1/2$, energies are in Ry and lengths in $a_0$. With $\mu=m^*/m_0$ we have $m^*=\mu/2$, so the right-hand side of \eqref{eq:kane} is $k^2/\mu$. Multiply the relation by $E_g$ and add $E_g^2/4$ to complete the square:
\begin{align}
E^2+E_gE&=\frac{E_g}{\mu}k^2,\nonumber\\
\left(E+\frac{E_g}{2}\right)^2&=\frac{E_g^2}{4}+\frac{E_g}{\mu}k^2 .
\label{eq:square}
\end{align}
The energy measured from midgap is $\varepsilon=E+E_g/2$. A Dirac particle of mass $M$ and limiting velocity $u$ has
\begin{equation}
\varepsilon^2=(Mu^2)^2+u^2k^2 .
\label{eq:dirac}
\end{equation}
Comparing the coefficients of $k^2$, and then the constants, gives
\begin{equation}
u=\sqrt{\frac{E_g}{\mu}},\qquad
Mu^2=\frac{E_g}{2},\qquad
M=\frac{E_g}{2u^2}=\frac{\mu}{2}=m^* .
\end{equation}
The rest mass in the Dirac formula is thus the band-edge mass, and the rest energy is half the gap. The root $\varepsilon>0$ is the conduction band; the root $\varepsilon<0$ is its mirror image and represents the light-hole band. The exact mirror symmetry belongs to the two-band model; finite spin-orbit splitting and the free-electron term break it.

The reduced Compton length is $1/(Mu)$:
\begin{equation}
\lambda=\frac{1}{m^*u}=\frac{2}{\mu u}=\frac{2}{\sqrt{\mu E_g}}=\frac{2u}{E_g}.
\label{eq:lambda}
\end{equation}
In ordinary units the two scales are
\begin{equation}
u=\sqrt{\frac{E_g}{2m^*}},\qquad
\lambda=\frac{\hbar}{m^*u}=\hbar\sqrt{\frac{2}{m^*E_g}} .
\end{equation}

\section{Size in InSb}

Rough measured sizes for cold InSb are $E_g\approx0.017$ Ry and $\mu\approx0.014$. They are inputs here. They give
\begin{align}
u&=\sqrt{\frac{0.017}{0.014}}\approx1.10\ \frac{a_0\,\mathrm{Ry}}{\hbar}
\approx1.2\times10^6\ \mathrm{m/s},\\
\lambda&=\frac{2}{\sqrt{0.014\times0.017}}\approx130\,a_0\approx6.9\ \mathrm{nm}.
\end{align}
The velocity conversion uses $1\,a_0\,\mathrm{Ry}/\hbar=1.094\times10^6$ m/s. The unreduced length $h/(m^*u)=2\pi\lambda$ is about 43 nm; the symbol $\lambda$ always denotes the reduced length here.

The velocity is about 250 times smaller than the speed of light $c$ in vacuum. The length exceeds the reduced Compton length of a free electron by the factor $(m_0/m^*)(c/u)\approx1.8\times10^4$: both the small mass and the small limiting velocity lengthen it.

For small changes of the inputs,
\begin{equation}
\frac{\delta u}{u}\approx\frac12\left(\frac{\delta E_g}{E_g}-\frac{\delta\mu}{\mu}\right),\qquad
\frac{\delta\lambda}{\lambda}\approx-\frac12\left(\frac{\delta E_g}{E_g}+\frac{\delta\mu}{\mu}\right).
\end{equation}
Changing both inputs by half a unit in their last digit shifts either result by at most 3.4 percent. This measures the effect of rounding, not the full uncertainty of the measured inputs.

\section{What the scales mean}

Differentiating \eqref{eq:dirac} gives $2\varepsilon\,d\varepsilon/dk=2u^2k$. Since $uk=(E_g/2)k\lambda$ by \eqref{eq:lambda}, the conduction band has
\begin{equation}
\varepsilon=\frac{E_g}{2}\sqrt{1+k^2\lambda^2},\qquad
v=\frac{u^2k}{\varepsilon}=u\,\frac{k\lambda}{\sqrt{1+k^2\lambda^2}} .
\label{eq:velocity}
\end{equation}
The length $\lambda$ therefore sets the wave number at which the parabola fails. For $k\lambda\ll1$, expanding the square root and using $E_g\lambda^2/4=1/\mu$ gives
\begin{equation}
E=\frac{E_g}{2}\left(\sqrt{1+k^2\lambda^2}-1\right)
\approx\frac{k^2}{\mu}\left(1-\frac{k^2\lambda^2}{4}\right).
\end{equation}
At $k\lambda=1$ the velocity is $u/\sqrt2\approx0.71u$, and the energy is $E=0.0085(\sqrt2-1)\approx0.0035$ Ry. At $k\lambda=3$ the velocity is $0.95u$. For $k\lambda\gg1$ it approaches $u$ from below.

The same length governs decay inside the gap. For motion along one line, take the one-dimensional Dirac Hamiltonian
\begin{equation}
H=uk\,\sigma_x+\frac{E_g}{2}\sigma_z .
\label{eq:line}
\end{equation}
Because $\sigma_x\sigma_z+\sigma_z\sigma_x=0$, its square is $u^2k^2+E_g^2/4$ times the unit matrix, and so $H^{-1}=H/(u^2k^2+E_g^2/4)$. The midgap Green function is $(0-H)^{-1}=-H^{-1}$. Its upper diagonal element in real space is
\begin{equation}
G_{11}(x)=-\frac{2}{E_g}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,
\frac{e^{ikx}}{1+k^2\lambda^2}
=-\frac{1}{E_g\lambda}\,e^{-|x|/\lambda}.
\end{equation}
For $x>0$ the contour is closed in the upper half-plane around the pole $k=i/\lambda$. The residue there is $e^{-x/\lambda}/(2i\lambda)$, and multiplication by $2\pi i/(2\pi)$ gives $e^{-x/\lambda}/(2\lambda)$. The case $x<0$ follows because the integral is even in $x$. A numerical Fourier integral of the inverse matrix gives the same decay length, $130\,a_0$.

At another energy in the gap, setting $k=i\kappa$ in \eqref{eq:dirac} gives $\kappa=\sqrt{E_g^2/4-\varepsilon^2}/u$. This is largest at $\varepsilon=0$, so $\lambda$ is the shortest decay length on this branch, which joins the conduction and light-hole bands across the gap. Other evanescent branches of the real crystal, such as that of the much heavier heavy holes, decay over shorter lengths and are not described by this relation.

\section{Where the velocity comes from}

The two-band relation follows from coupling an $s$ state to $p$ states when the spin-orbit splitting $\Delta$ is very large. Put the $s$ level at $E_g/2$ and the $p$ levels with $j=3/2$ at $-E_g/2$. The split-off $j=1/2$ levels are then too distant to matter. Let the coupling be $\langle S|H|X_i\rangle=iPk_i$, diagonal in spin, and leave out the free-electron term for now.

In the $p$ shell $L\cdot\sigma=j(j+1)-2-\tfrac34$, which is $1$ for $j=3/2$ and $-2$ for $j=1/2$. The projector on $j=3/2$ is therefore $\Pi=(2+L\cdot\sigma)/3$. With $(L_l)_{ij}=-i\epsilon_{ijl}$, its $2\times2$ spin blocks are
\begin{equation}
\Pi_{ij}=\frac{2\delta_{ij}-i\epsilon_{ijl}\sigma_l}{3},
\label{eq:proj}
\end{equation}
where repeated indices are summed. Let $a$ be the $s$ spinor and $b_i$ the $p$ spinors, with $b$ in the $j=3/2$ space. The eigenvalue equations are
\begin{align}
\left(\varepsilon-\frac{E_g}{2}\right)a&=iPk_ib_i,\\
\left(\varepsilon+\frac{E_g}{2}\right)b_i&=-iP\,\Pi_{ij}k_ja .
\end{align}
Multiply the first by $\varepsilon+E_g/2$ and insert the second. The factors $(iP)(-iP)$ give $P^2$, and $\epsilon_{ijl}k_ik_j=0$ because the components of $k$ commute:
\begin{equation}
\left(\varepsilon^2-\frac{E_g^2}{4}\right)a=P^2k_i\Pi_{ij}k_j\,a=\frac23P^2k^2a .
\end{equation}
This is \eqref{eq:dirac} with $u=\sqrt{2/3}\,P$. It accounts for four of the six states. The other two have $\varepsilon=-E_g/2$, $a=0$ and $k_ib_i=0$; they are heavy holes, which are flat in this model and have no counterpart in the Dirac spectrum.

This fixes what a change of gap does. If $E_g$ varies while $P$ is held fixed, then $u$ stays the same, $\mu=E_g/u^2$ is proportional to the gap, and $\lambda=2u/E_g$ is inversely proportional to it. The law $u\propto\sqrt{E_g}$ holds instead when $m^*$ is held fixed.

\section{Where the analogy stops}

\subsection{Spin}

The three-dimensional Dirac equation for an upper spinor $a$ and a lower spinor $b$ reads $(\varepsilon-E_g/2)a=u\sigma_ik_i\,b$ and $(\varepsilon+E_g/2)b=u\sigma_jk_j\,a$. Multiplying the first by $\varepsilon+E_g/2$ and inserting the second gives $(\varepsilon^2-E_g^2/4)a=u^2k_i\sigma_i\sigma_jk_j\,a$. This is the same structure as before, with $P^2\Pi_{ij}$ replaced by $u^2\sigma_i\sigma_j$, and $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijl}\sigma_l$. Using $P^2=3u^2/2$, the two cases compare as
\begin{equation}
\begin{aligned}
\text{Dirac:}\quad&u^2\left(\delta_{ij}+i\epsilon_{ijl}\sigma_l\right),\\
\text{Kane:}\quad&u^2\left(\delta_{ij}-\tfrac{i}{2}\epsilon_{ijl}\sigma_l\right).
\end{aligned}
\end{equation}
The antisymmetric parts vanish when contracted with commuting $k_ik_j$, so the dispersions agree. In a magnetic field the components of the kinetic momentum do not commute, and the spin terms then differ by the factor $-1/2$. The map is one of dispersions, not of the full three-dimensional equations.

\subsection{Finite spin-orbit splitting and the free-electron term}

A fuller estimate keeps the split-off band and adds the free-electron energy $k^2$ to every level. Along a fixed direction, \eqref{eq:proj} gives the $j=3/2$ states a weight $2/3$ in the coupling and leaves $1/3$ for the split-off states. Second-order perturbation theory at small $k$ then yields
\begin{equation}
\frac1\mu=1+P^2\left[\frac{2}{3E_g}+\frac{1}{3(E_g+\Delta)}\right].
\end{equation}
With the rough size $\Delta\approx0.06$ Ry, the bracket is $39.2+4.3=43.5$ Ry$^{-1}$. Since $1/\mu-1=70.4$, keeping the band-edge mass fixed requires $P=\sqrt{70.4/43.5}\approx1.27$ Ry\,$a_0$.

Diagonalizing this eight-band model gives the following comparison, with $u$ still the two-band value.
\begin{center}
\begin{tabular}{lcc}
 & $k\lambda=1$ & $k\lambda=3$\\
two-band $E$ (Ry) & 0.0035 & 0.0184\\
eight-band $E$ (Ry) & 0.0036 & 0.0196\\
two-band $v/u$ & 0.71 & 0.95\\
eight-band $v/u$ & 0.73 & 1.05
\end{tabular}
\end{center}
Relative to the two-band values, the eight-band energy is higher by 1.8 percent at $k\lambda=1$ and by 6.5 percent at $k\lambda=3$. The velocity is higher by 3.3 and 11 percent. At $k\lambda=3$ it exceeds $u$. These figures refer to the conduction band. The light-hole band departs further from the mirror image: near the edge its inverse mass is $2P^2/(3E_g)-1\approx62$ against $1/\mu\approx71$, and at $k\lambda=3$ it lies about 0.014 Ry below the valence edge while the conduction band lies 0.020 Ry above its own.

Part of the excess comes directly from the free-electron term, which adds $2k$ to the velocity. Since $\lambda u=2/\mu$, this is $2k/u=\mu k\lambda$, or 0.014 and 0.042 at the two points. The remainder can be followed in two steps, first to infinite $\Delta$ with the free-electron term included and then to finite $\Delta$, with $P$ refitted at each step to keep the total band-edge mass fixed. For infinite $\Delta$ at the same total mass, the interband part would have $u^2$ replaced by the smaller value $E_g(1/\mu-1)$. By $v=u^2k/\varepsilon$ its velocity would lie below the two-band one, by about $0.007u$ at both points. The second step, to finite $\Delta$, raises the velocity from there by about $0.017u$ at $k\lambda=1$ and $0.070u$ at $k\lambda=3$.

The velocity $u$ is not an upper bound in the eight-band model, for two reasons. As the energy grows far beyond $E_g+\Delta$, the splitting of the $p$ states matters less and less, and the interband velocity tends to $P\approx1.15u$ instead of $\sqrt{2/3}\,P$. In addition, the free-electron contribution $2k$ grows without limit. Both are limits of the model, not predictions for real InSb at such high energies. So $u$ is the velocity scale of the range in which the gap, rather than $\Delta$ or the free-electron term, controls the curvature. Remote bands are left out of both models, and the comparison does not measure their effect. Without them the heavy holes of the eight-band model bend the wrong way: they rise as $-E_g/2+k^2$ and reach midgap at $k\lambda=\sqrt{2/\mu}\approx12$, so the model serves here only for the conduction and light-hole bands at small $k\lambda$. The numerical check tests the dispersion map, the decay length and the return of the eight-band energies to the two-band ones when $\Delta$ is large and the free-electron term is removed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Rough InSb gap Eg (input): 0.017 Ry
Rough InSb mass ratio mu (input): 0.014 (dimensionless)
Rough InSb spin-orbit splitting (input): 0.06 Ry
Effective rest energy Eg/2: 0.0085 Ry
Velocity unit a0 Ry/hbar: 1.0938e+06 m/s
Limiting velocity u: 1.102 a0 Ry/hbar
Limiting velocity u, converted: 1.205e+06 m/s
Reduced Compton length lam: 129.6 a0
Reduced Compton length, converted: 6.86 nm
Unreduced length 2 pi lam: 43.1 nm
Midgap decay length from integral: 129.6 a0
Vacuum light speed / u: 248.7 (dimensionless)
lam / vacuum reduced Compton length: 1.777e+04 (dimensionless)
Largest input-rounding shift of u: 3.3 percent
Largest input-rounding shift of lam: 3.4 percent
Eight-band coupling P: 1.272 Ry a0
At k lam = 1: k = 0.00771 1/a0
  two-band energy E: 0.00352 Ry
  eight-band energy E: 0.00358 Ry
  energy excess of eight-band: 1.8 percent
  two-band velocity / u: 0.707 (dimensionless)
  eight-band velocity / u: 0.731 (dimensionless)
  velocity excess of eight-band: 3.3 percent
  free-electron term 2k / u: 0.014 (dimensionless)
At k lam = 3: k = 0.02314 1/a0
  two-band energy E: 0.01838 Ry
  eight-band energy E: 0.01957 Ry
  energy excess of eight-band: 6.5 percent
  two-band velocity / u: 0.949 (dimensionless)
  eight-band velocity / u: 1.053 (dimensionless)
  velocity excess of eight-band: 11.0 percent
  free-electron term 2k / u: 0.042 (dimensionless)
\end{verbatim}
